Energy derivatives in a moving basis: Hellmann-Feynman and Pulay parts, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The derivative and its two parts

Q: I want the force on an atom, which is minus the derivative of an energy with respect to the atom's position. The Hellmann-Feynman theorem says that I need only the expectation value of the derivative of the Hamiltonian. Why should a basis set come into it?

A: Because the theorem assumes something about the wave function that a finite basis does not usually provide. Let me fix the setting. A real parameter λ, such as a position, enters the Hamiltonian operator Ĥ(λ) and also the basis functions χ_i(λ), because they are attached to the atoms. The wave function is

ψ = Σ_i c_i χ_i.

We cannot in general satisfy Ĥψ = Eψ at every point with finitely many coefficients. We ask instead that the residual (Ĥ − E)ψ have no overlap with any basis function:

⟨χ_j|(Ĥ − E)ψ⟩ = 0 for every j.

Insert the expansion of ψ and define the matrices

H_ij = ⟨χ_i|Ĥ|χ_j⟩, S_ij = ⟨χ_i|χ_j⟩.

The condition becomes the generalized eigenproblem

Hc = ESc.

I take everything real, so H and S are symmetric. The basis functions are linearly independent, so S is positive definite. I normalize ψ, which means

cᵀSc = 1.

Finally, Ĥ does not depend on c. We are treating one particle in a given potential, or any other linear eigenproblem, and not yet a self-consistent calculation.

Q: Then show me where the theorem needs more than this.

A: Write d for the first-order change when λ changes by dλ. For normalized ψ we have E = ⟨ψ|Ĥ|ψ⟩, so

dE = ⟨ψ|dĤ|ψ⟩ + 2⟨dψ|Ĥψ⟩.

The factor 2 comes from the two places where ψ appears, which give equal terms because Ĥ is symmetric and the functions are real. Normalization gives 2⟨dψ|ψ⟩ = 0. Subtract E times this zero:

dE = ⟨ψ|dĤ|ψ⟩ + 2⟨dψ|(Ĥ − E)ψ⟩.

If Ĥψ = Eψ holds as an equation between functions, the last term is zero and the theorem follows. In a basis, the residual is merely orthogonal to the basis functions. The change dψ may contain something else, because the basis functions themselves move.

Q: That is suggestive, but a program has matrices. What is the derivative in terms of H, S and c? And may I differentiate c at all?

A: You may if the eigenvalue E is simple, meaning that it has one independent eigenvector. Regard c and E as unknowns fixed by two equations:

(H − ES)c = 0 and (cᵀSc − 1)/2 = 0.

The implicit function theorem gives smooth c(λ) and E(λ) if the linearized equations have no non-zero solution at fixed λ. Let u and η be changes of c and E. The linearized equations are

(H − ES)u − ηSc = 0 and cᵀSu = 0.

Multiply the first from the left by cᵀ. Since H − ES is symmetric,

cᵀ(H − ES) = [(H − ES)c]ᵀ = 0,

and what remains is −η cᵀSc = −η = 0. Then (H − ES)u = 0, and because E is simple, u is a multiple of c. The second equation makes that multiple zero. So c and E are differentiable, up to the free choice of the overall sign of c, which we keep fixed.

Now differentiate the eigenproblem itself. The product rule gives

(dH − E dS − dE S)c + (H − ES)dc = 0.

Multiply from the left by cᵀ. The term with dc vanishes for the reason just used. The term with dE gives −dE cᵀSc = −dE. Hence

dE = cᵀ(dH − E dS)c.

Without normalization, the term with dE would be −dE cᵀSc, and the right-hand side would have to be divided by cᵀSc.

Q: I distrust the term with dS. The energy is E = cᵀHc, and the variational principle makes it stationary with respect to c. So I would move H, leave c alone, and write dE = cᵀdH c.

A: The quantity that is stationary under free changes of c is not cᵀHc. It is the quotient

ρ(c) = cᵀHc / cᵀSc.

Its gradient with respect to c is

∂ρ/∂c = 2(Hc − ρSc)/cᵀSc,

which vanishes at an eigenvector with ρ = E. You may therefore hold c fixed in ρ. But S changes too, so the denominator contributes:

dE = cᵀdH c/(cᵀSc) − cᵀHc · cᵀdS c/(cᵀSc)².

With cᵀSc = 1 and cᵀHc = E this is again cᵀ(dH − E dS)c. If you hold c fixed while the functions move, ψ loses its normalization. The second term corrects for that.

Q: In the other form, E = cᵀHc with normalized c, the coefficients must then respond. I thought we had eliminated the response.

A: We have eliminated the need to calculate it. It is not zero. Differentiate the normalization condition:

2cᵀS dc + cᵀdS c = 0, so 2cᵀS dc = −cᵀdS c.

The two terms with dc and dcᵀ are equal because S is symmetric. Now differentiate E = cᵀHc:

dE = cᵀdH c + 2cᵀH dc.

Transposing the eigenproblem gives cᵀH = E cᵀS. Therefore

2cᵀH dc = 2E cᵀS dc = −E cᵀdS c.

The response of the coefficients enters this energy derivative through one number, and the change of the overlap fixes that number. The other components of dc matter for other properties, but not here.

Q: Is there a test by pure thought that tells me the sign of the overlap term?

A: Shift the zero of energy. Add a constant a, independent of λ, to Ĥ. Then

H → H + aS, dH → dH + a dS, E → E + a,

while c is unchanged. The combination transforms as

dH − E dS → dH + a dS − (E + a)dS = dH − E dS.

A force must not depend on the zero of energy, and this one does not. Your expression cᵀdH c would change by a cᵀdS c. With a plus sign in front of E dS, the result would change by twice that amount.

Q: Very well. Now separate the physical part from the part due to the basis.

A: Both matrices contain moving functions. The product rule gives

dH_ij = ⟨dχ_i|Ĥ|χ_j⟩ + ⟨χ_i|dĤ|χ_j⟩ + ⟨χ_i|Ĥ|dχ_j⟩,

dS_ij = ⟨dχ_i|χ_j⟩ + ⟨χ_i|dχ_j⟩.

Multiply by c_i c_j and sum. In the last term of dH_ij, move Ĥ to the left:

Σ_ij c_i c_j ⟨χ_i|Ĥ|dχ_j⟩ = Σ_j c_j ⟨Ĥψ|dχ_j⟩ = Σ_i c_i ⟨dχ_i|Ĥψ⟩.

The last equality renames the index and uses the fact that the functions are real. The first term of dH_ij gives the same sum, so

cᵀdH c = ⟨ψ|dĤ|ψ⟩ + 2 Σ_i c_i ⟨dχ_i|Ĥψ⟩.

In the same way,

cᵀdS c = 2 Σ_i c_i ⟨dχ_i|ψ⟩.

Subtract E times the second line from the first:

dE = ⟨ψ|dĤ|ψ⟩ + 2 Σ_i c_i ⟨dχ_i|(Ĥ − E)ψ⟩.

The first term is the Hellmann-Feynman part, and the sum is the Pulay part. The force is minus the derivative, so both signs are reversed in the force. For complex functions, the transpose becomes the conjugate transpose, and twice the sum becomes twice its real part.

Q: You moved Ĥ from one side to the other with dχ_j standing there. The derivative of a basis function is not itself a basis function. Is that allowed?

A: It needs decay and smoothness, not membership of the basis. In one dimension the kinetic operator is −t d²/dx² with t = ħ²/2m. For two functions f and h, two integrations by parts give

∫ f(−t h″)dx = ∫ (−t f″)h dx − t[f h′ − f′h],

where the bracket is the difference between its values at the two ends. It vanishes if f, h and their first derivatives go to zero there. Gaussians and their derivatives with respect to their centres do this. The step also assumes that f, h and their first derivatives are continuous in between. Functions cut off sharply at a finite radius, or functions with a kink such as exp(−ζ|x − X|) in one dimension, give further boundary terms at those points, and these must be kept.

Q: Your first calculation had dψ where the final formula has dχ_i. Do the two agree?

A: Yes. The full change of the wave function is

dψ = Σ_i dc_i χ_i + Σ_i c_i dχ_i.

Put this into 2⟨dψ|(Ĥ − E)ψ⟩. The first sum lies in the span of the basis, where the residual has no component, so it gives zero. The second sum gives the Pulay part.

The same argument goes one step further. Split the derivative of each basis function into a part inside the span and a remainder η_i orthogonal to the span:

dχ_i = Σ_j a_ij χ_j + η_i.

The part inside drops out, and

Pulay part = 2 Σ_i c_i ⟨η_i|(Ĥ − E)ψ⟩.

So the motion of a basis function matters only so far as it leads out of the space that the basis already covers.

Q: When does it vanish, then?

A: Three sufficient conditions can be read off:

1. The basis is fixed, so dχ_i = 0. Plane waves in a fixed cell are an example when an atom moves, because they do not depend on the atom's position. This assumes S_ij = ⟨χ_i|χ_j⟩. With ultrasoft pseudopotentials or the projector augmented-wave method, the overlap operator itself moves with the atoms, and the term −E cᵀdS c survives even in plane waves.
2. Every dχ_i lies in the span of the basis, so η_i = 0. Changing the normalization factor of a basis function is a simple case, since the change is a multiple of the function itself.
3. The wave function is an eigenfunction of Ĥ as a function of position, so the residual is zero.

They are not necessary conditions. Take one even Gaussian at the centre of one even well. It need not be an eigenfunction, so the residual need not vanish, but the residual is even. The derivative of the Gaussian with respect to its centre is odd. The integral is zero by symmetry.

Q: What if the eigenvalue is degenerate?

A: Then the formula cannot be used with an arbitrary vector from the degenerate space. Suppose that a smooth branch c(λ), E(λ) passes through the degeneracy, and let v be another eigenvector there with vᵀSc = 0. Multiply the differentiated eigenproblem by vᵀ. As vᵀ(H − ES) = 0, we get

vᵀ(dH − E dS)c = dE vᵀSc = 0.

The vectors that belong to smooth branches must therefore make dH − E dS diagonal within the degenerate space. One chooses vectors v_a of the degenerate space with v_aᵀSv_b equal to 1 for a = b and 0 otherwise, and diagonalizes the small matrix v_aᵀ(dH − E dS)v_b. Its eigenvalues are the slopes of the branches.

Q: And a self-consistent calculation, where the Hamiltonian depends on the density? That is where I would need forces.

A: There the derivative of an eigenvalue is not the force. One must differentiate the total energy. The overlap term survives, and one orbital shows how. Let W(c, λ) be a total energy that is minimized at fixed cᵀSc = 1. With a multiplier ε, the condition for the minimum is

∂W/∂c = 2εSc.

The derivative along the minimum is

dW = (∂W/∂λ)dλ + 2ε cᵀS dc = (∂W/∂λ)dλ − ε cᵀdS c,

where the partial derivative is taken at fixed c, and the last step uses the differentiated normalization. The explicit derivative of W now includes the motion of the basis functions in all its terms, interactions included. For W = cᵀHc with H independent of c, this reduces to our result with ε = E. For an orbital occupied by two electrons, ε is twice the orbital energy. The argument requires that the minimum has really been reached. If the self-consistency cycle is stopped early, the condition on ∂W/∂c fails, and there is a further error that neither term describes.

## Part 2. Two wells, two Gaussians, and larger bases

Q: Before you use numbers, remind me what we have.

A: For Hc = ESc with cᵀSc = 1, a simple eigenvalue, and an operator Ĥ that does not depend on c,

dE = cᵀ(dH − E dS)c = ⟨ψ|dĤ|ψ⟩ + 2 Σ_i c_i ⟨dχ_i|(Ĥ − E)ψ⟩.

Here ψ = Σ_i c_i χ_i. The first term on the right is the Hellmann-Feynman part and the second is the Pulay part. The residual (Ĥ − E)ψ is orthogonal to every basis function. Forces are minus the derivatives.

Q: I want a case in which I can follow each number.

A: Take one electron in one dimension with two Gaussian wells, A at 0 and B at R:

V(x) = −U_A exp(−x²/w²) − U_B exp(−(x − R)²/w²).

The parameters are round model values: U_A = 3 aJ, U_B = 2 aJ, w = 0.10 nm and R = 0.20 nm. One attojoule per nanometre is one nanonewton, so derivatives come out in nN. The electron mass gives t = ħ²/2m = 6.104 × 10⁻³ aJ nm². The basis has one normalized Gaussian on each well, with b = 0.08 nm:

χ_K = (πb²)^(−1/4) exp(−(x − X_K)²/2b²), X_A = 0, X_B = R.

The parameter λ is R. Well B moves and carries its Gaussian with it.

We have derived the energy derivative in a moving basis, separated its Hellmann-Feynman and Pulay parts, and set up a model with two wells and two Gaussians. It remains to calculate the matrix elements and both parts of the derivative for this model, and to see what happens when the basis is enlarged.
